# Double macroscopic averaging and the alignment error from a mismatched length

Two crystals meet in a model whose potential lineup is known to be 1.134 eV. The standard averaging procedure with window lengths of 4.00 and 5.00 Å returns this value. When the first window is lengthened to 4.20 Å, readings in the middle of the two slabs give 1.062 eV instead. The potential has not changed, yet 0.072 eV has been lost. Other reading points on the same plateau give an error of the opposite sign, as large as 0.104 eV. Both numbers can be obtained by hand from one crystal and a few Fourier components.

## One crystal by hand

Let \(V(\mathbf r)\) be the potential energy of an electron. The left crystal has period \(a_{\rm L}=4\) Å along the interface normal \(z\) and a square lateral cell of side 4 Å, with area \(A=16\) Å\(^2\). Each period holds one Gaussian well,

\[
-U\exp\left[-\frac{x^2+y^2+(z-z_0)^2}{2\sigma^2}\right],
\]

with \(U=150\) eV and \(\sigma=0.6\) Å. These are round model parameters that stand for no particular material. The algebra is in atomic units, but no physical constant appears in it, so values in eV and Å can be inserted directly.

The first step is the planar average \(v(z)=A^{-1}\int_A V\,dx\,dy\). The wells repeat laterally, so integrating all of them over one cell is the same as integrating one well over the whole plane. Since \(\int e^{-x^2/2\sigma^2}dx=\sqrt{2\pi}\,\sigma\) for each lateral direction, one atomic plane contributes

\[
-\frac{2\pi\sigma^2U}{A}\,e^{-(z-z_0)^2/2\sigma^2}.
\]

Its depth is \(2\pi(0.36)(150)/16=21.2\) eV. The planar profile in the left crystal indeed swings between −21.2 and −0.2 eV, so a lineup of about 1 eV cannot be read from it directly.

The bulk mean follows from the area under one such dip. Integration over \(z\) supplies another factor \(\sqrt{2\pi}\,\sigma\):

\[
S=\frac{(2\pi)^{3/2}\sigma^3U}{A}=31.893\ \text{eV Å},\qquad
\bar v_{\rm L}=-\frac{S}{a_{\rm L}}=-7.973\ \text{eV}.
\]

The second step must recover this mean from the profile itself. Define the box average of length \(L\) by

\[
B_L[f](z)=\frac1L\int_{-L/2}^{L/2}f(z+u)\,du .
\]

If \(f\) has period \(a\) and \(L=a\), the window covers one full period wherever it is centred, and the result is the mean. If \(L\) is not a whole multiple of \(a\), part of the oscillation survives. To find how much, apply the box to one wave:

\[
B_L[e^{iqz}]=e^{iqz}\,\frac{e^{iqL/2}-e^{-iqL/2}}{iqL}
=e^{iqz}\,\operatorname{sinc}\frac{qL}{2},\qquad
\operatorname{sinc}x=\frac{\sin x}{x}.
\]

A wave keeps its wavelength and phase and is multiplied by a real number, which may be negative.

## Why there are two windows

The right crystal has period \(a_{\rm R}=5\) Å and two wells per period: one like that on the left, and one with \(U=100\) eV and \(\sigma=0.5\) Å. Their areas are 31.893 and 12.304 eV Å. A smooth dipole layer at the interface raises the right side by \(D=2\) eV, so

\[
\bar v_{\rm R}=-\frac{31.893+12.304}{5}+2=-6.839\ \text{eV},
\]

\[
\Delta V=\bar v_{\rm R}-\bar v_{\rm L}=1.134\ \text{eV}=0.0417\ \text{hartree}.
\]

This reference value uses no averaging window.

A single 4 Å box flattens the left side but not the right, where the first harmonic keeps the factor \(\operatorname{sinc}(4\pi/5)=0.234\). With all harmonics included, the right reading is wrong by up to 2.54 eV. Using the 4 Å box twice squares every factor and reduces this to 0.53 eV, still about half the lineup. A 4 Å box followed by a 5 Å box flattens both sides: on each side one of the two boxes produces a constant, and the other leaves a constant unchanged. The order is immaterial, because each box only multiplies every wave by a number.

## The wrong length by hand

Now set \(L_1=4.20\) Å and keep \(L_2=5.00\) Å. On the right, \(L_2\) still produces the correct constant and \(L_1\) cannot spoil it. The whole error therefore comes from the left.

Expand the left profile as \(v(z)=\sum_n v_ne^{iq_nz}\), with \(q_n=2\pi n/a_{\rm L}\). The coefficient is \(a_{\rm L}^{-1}\int_0^{a_{\rm L}}v(z)e^{-iq_nz}dz\). As before, the sum over repeated wells turns the integral over one period into an integral of one well over the whole line. The Fourier transform of a Gaussian then gives

\[
v_n=-\frac{S}{a_{\rm L}}\,e^{-q_n^2\sigma^2/2}\,e^{-iq_nz_0}.
\]

The wells lie at \(z_0=2\) Å and its repeats, so \(e^{-iq_nz_0}=e^{-i\pi n}=(-1)^n\). For \(n=1\), \(q_1^2\sigma^2/2=0.444\) and \(v_1=+5.114\) eV. For \(n=2\) the exponent is four times larger and \(v_2=-1.349\) eV.

The box factors for the first harmonic are

\[
\operatorname{sinc}(1.05\pi)=-\frac{\sin(0.05\pi)}{1.05\pi}=-0.0474,\qquad
\operatorname{sinc}(1.25\pi)=-0.1801 .
\]

For the second they are \(+0.0468\) and \(+0.1273\). The left reading point of the opening is \(z=16\) Å, midway between two atomic planes and four whole periods from the origin, so every \(e^{iq_nz}\) equals 1. Harmonics \(n\) and \(-n\) contribute equally, which gives a factor 2:

\[
\begin{aligned}
n=1:&\quad 2(5.114)(-0.0474)(-0.1801)=+0.0873\ \text{eV},\\
n=2:&\quad 2(-1.349)(0.0468)(0.1273)=-0.0161\ \text{eV}.
\end{aligned}
\]

The sum is +0.0712 eV. The reading itself is −7.9012 eV, which lies 0.0720 eV above the mean; the missing 0.0008 eV belongs to the higher harmonics. The left value is subtracted in the lineup, so the lineup error is −0.072 eV, or −0.0026 hartree.

On an atomic plane, for example at \(z=18\) Å, \(e^{iq_nz}=(-1)^n\). The first contribution changes sign and the second does not, so the two now add to \(-0.103\) eV. Higher harmonics bring this to the peak value of 0.104 eV. Between these points the two-harmonic ripple is \(0.0873c-0.0161(2c^2-1)\), with \(c=\cos q_1z\). Its derivative with respect to \(c\), \(0.0873-0.0644c\), is positive for all \(|c|\le1\), so the extremes lie at \(c=\pm1\), on the atomic planes and midway between them. The lineup error thus runs from about −0.07 to +0.10 eV, depending on where the left plateau is read.

## The general statement

Consider a periodic supercell with two crystalline slabs of periods \(a_{\rm L}\) and \(a_{\rm R}\). Suppose that its two interfaces carry no net charge, so that the mean electric field is the same in both slabs, and that their potential steps are equal and opposite, as for two equivalent interfaces. The steps then cancel around the cell, and periodicity of the potential makes this field zero. If the steps are unequal, a field remains; that case is taken up below. In a bulk region of period \(a\), the doubly averaged profile is

\[
W(z)=\bar v+r(z),
\]

\[
r(z)=\sum_{n\ne0}v_n\,
\operatorname{sinc}\frac{\pi nL_1}{a}\,
\operatorname{sinc}\frac{\pi nL_2}{a}\,
e^{2\pi inz/a}.
\]

The ripple \(r\) vanishes if \(L_1\) or \(L_2\) is a whole multiple of \(a\), because \(\sin(\pi nL/a)\) is then zero for every \(n\). Reading the left side at \(z_{\rm L}\) and the right side at \(z_{\rm R}\) gives the lineup error

\[
\varepsilon=r_{\rm R}(z_{\rm R})-r_{\rm L}(z_{\rm L}).
\]

For \(L_1=a_{\rm L}(1+\delta)\) and \(L_2=a_{\rm R}\), \(r_{\rm R}=0\). On the left, \(\sin(\pi n+\pi n\delta)=(-1)^n\sin(\pi n\delta)\) gives

\[
\operatorname{sinc}[\pi n(1+\delta)]
=(-1)^n\frac{\sin(\pi n\delta)}{\pi n(1+\delta)}
\simeq(-1)^n\delta ,
\]

provided \(\pi n|\delta|\ll1\) for the harmonics that matter. The error is linear in the mismatch.

The same law can be read in real space. Let \(w=B_{L_2}[v]\) be the profile after the second box alone. Differentiating the first box with respect to its length gives one term from the prefactor and two from the moving ends:

\[
\frac{d}{dL}B_L[w](z)=-\frac1L B_L[w](z)
+\frac{w(z+L/2)+w(z-L/2)}{2L}.
\]

At \(L=a_{\rm L}\) the average is \(\bar v_{\rm L}\), and the two end values are equal because they lie one period apart. Multiplying by the change of length \(a_{\rm L}\delta\) yields

\[
r_{\rm L}(z)\simeq\delta\left[w(z+a_{\rm L}/2)-\bar v_{\rm L}\right].
\]

A window that is slightly too long counts a thin extra slice, half a period away from its centre. The error is the amount by which that slice differs from the mean, weighted by its share of the window.

In the example the bracket has a peak magnitude of 2.20 eV. The prediction \(2.20|\delta|\) compares with the full ripple as follows.

| \(\delta\) | \(L_1\) (Å) | peak error (eV) | first order (eV) |
|---:|---:|---:|---:|
| −5 % | 3.80 | 0.115 | 0.110 |
| +1 % | 4.04 | 0.022 | 0.022 |
| +2 % | 4.08 | 0.043 | 0.044 |
| +5 % | 4.20 | 0.104 | 0.110 |
| +10 % | 4.40 | 0.195 | 0.220 |

The asymmetry between −5 % and +5 % comes entirely from the factor \(1/(1+\delta)\) dropped in the linear law: it is 1.053 for the shorter window and 0.952 for the longer one. The factor \(\sin(\pi n\delta)/(\pi n\delta)\) is the same for both signs of \(\delta\) and lowers both errors slightly.

The second box matters even though its length is wrong for the left crystal. Without it, \(w\) is replaced by the raw profile \(v\). At 5 % mismatch the slice may then fall on an atomic plane, and the first-order error is \(0.05(-21.2+8.0)=-0.66\) eV. The second box reduces the peak to about 0.10 eV here, by factors that depend on \(a_{\rm R}/a_{\rm L}\).

A useful special case is \(a_{\rm R}=a_{\rm L}=a\). One correct window then flattens both sides, whatever the length of the other. If both are wrong, by \(\delta_1\) and \(\delta_2\), the two signs \((-1)^n\) cancel and

\[
r(z)\simeq\delta_1\delta_2\,[v(z)-\bar v].
\]

The error is of second order, though the raw profile now multiplies it.

## The algorithm

1. Average \(V\) over the lateral cell at each grid plane to obtain \(v(z_j)\).
2. Measure the periods \(a_{\rm L}\) and \(a_{\rm R}\) along \(z\) in the slabs as they are in the supercell. If a slab is strained by 1 % along \(z\) and the unstrained period is used, the mismatch is about 1 %.
3. Take the discrete Fourier transform of \(v(z_j)\), and multiply each component by \(\operatorname{sinc}(qa_{\rm L}/2)\operatorname{sinc}(qa_{\rm R}/2)\).
4. Transform back, and read \(W\) on each side at points far enough from both interfaces.
5. Check that \(W\) is flat over at least one period on each side.

On the example, this Fourier version agrees with direct integration of the double average to rounding error, at points in the bulk and near the interface.

The last item also gives an error bar. Each harmonic of the ripple integrates to zero over a period, so the true mean lies between the minimum and maximum of \(W\) over a bulk region at least one period long. The error of a single reading then cannot exceed the peak-to-peak ripple, provided the slab is free of a mean field and the grid resolves the potential. A grid that is too coarse escapes this bound: with a spacing of 1 Å, running means over 4 and 5 samples give a flat left plateau that lies 0.013 eV below the mean, because the fourth harmonic, \(2v_4=-0.013\) eV, takes the same value at every grid point. For the same reason, averaging \(W\) over one true period restores the correct value.

If the true period is not known, the reading can be averaged once more over the wrong length \(L_1\). This introduces a second factor \((-1)^n\delta\), and the left error becomes \(\delta^2[w(z)-\bar v_{\rm L}]\) to leading order. At \(\delta=5\,\%\) the peak falls from 0.104 to 0.005 eV. Going from 1 % to 2 % mismatch multiplies this residual by 3.92, close to the factor 4 of a quadratic law.

## A mismatch made by the grid

Suppose the box is coded as a running mean over \(m\) samples with spacing \(h\). For one wave, the geometric sum is

\[
\frac1m\sum_{k=0}^{m-1}e^{iq(z+kh)}
=\frac{e^{iqz}}{m}\,\frac{e^{imqh}-1}{e^{iqh}-1}.
\]

Taking \(e^{imqh/2}\) out of the numerator and \(e^{iqh/2}\) out of the denominator leaves

\[
e^{iq[z+(m-1)h/2]}\,
\frac{\sin(mqh/2)}{m\sin(qh/2)} .
\]

The phase says that the result belongs to the centre of the samples, at \(z+(m-1)h/2\). The remaining factor tends to \(\operatorname{sinc}(qL/2)\) for small \(qh\), with \(L=mh\). The effective window is therefore a whole number of grid spacings.

The 72 Å supercell has 500 grid planes, so \(h=0.144\) Å. The required windows contain \(4/0.144=27.8\) and \(5/0.144=34.7\) samples. Rounding to 28 and 35 makes them 4.032 and 5.040 Å long, both 0.8 % too long. Now neither side is matched. The peak errors are 0.018 eV on the left and 0.020 eV on the right, and for the worst pair of sampled reading points they add to 0.037 eV.

The grid is not too coarse for the potential: with the true lengths, the Fourier filter on this same grid gives the bulk means to rounding error. The running mean does so too when \(h=0.100\) Å, because the windows then hold exactly 40 and 50 samples. Once the grid is fine enough to resolve the potential, what matters is that the periods fit the grid, or that the filter does not require them to.

## Where a plateau can be read

Two successive boxes form one window. The weight at displacement \(s\) is the overlap of an interval of length \(L_1\) with one of length \(L_2\) whose centre is displaced by \(s\), divided by \(L_1L_2\). This is a trapezoid that reaches zero at \(|s|=(L_1+L_2)/2\), here 4.5 Å. A reading is safe if this window, with a margin for the tails of the wells and of the dipole layer, stays inside one slab. In a slab of thickness \(d\), the window fits inside only for centres within a range of width \(d-(L_1+L_2)\), and the margins shorten this range further. If the width is negative, no reading is safe.

At 3 Å from the interface, the matched windows give a left value that is wrong by −0.36 eV. The window reaches 1.5 Å into the other material, so it no longer sees a periodic profile even though both lengths are right. The result is not a weighted mean of the two bulk values: the part of the window beyond the interface has weight \(1.5^2/(2\cdot20)=0.056\), which would give only +0.06 eV. The first well of the right crystal lies 1.25 Å from the interface, where the left crystal would have its next well at 2 Å. The wells contribute −0.505 eV and the dipole layer +0.144 eV. The sign depends on the termination: 3 Å from the other interface the error is +0.13 eV. At 9 Å the deviation is of order \(10^{-11}\) eV. An error near the interface therefore does not by itself indicate a wrong period; on a grid that resolves the potential, a ripple deep in a strictly periodic slab shows that neither effective window length is a whole multiple of its period, for example through a wrong period or through rounding to the grid. On a grid that is too coarse, aliased harmonics can leave a ripple even with the right lengths; with 100 planes instead of 500 the Fourier filter leaves about ±0.002 eV in the example.

Two other conditions can fail. If a slab carries a mean field, its profile contains a linear term. A symmetric window leaves that term unchanged, so \(W\) slopes and there is no single plateau value to read. If one side is a disordered oxide, as at a silicon–silicon dioxide interface, its profile is not confined to the wave numbers \(2\pi n/a\). The filter vanishes only at isolated wave numbers, so some fluctuation generally remains. The lineup then needs an average over a thicker region, and its scatter belongs in the reported uncertainty.

## From the lineup to the band offset

Let \(E_{\rm L}\) and \(E_{\rm R}\) be the valence band edges, each computed in a bulk crystal with the same strain as the slab in the supercell, relative to the mean of the same kind of potential. The strain matters here too. Stretching the left model crystal by 1 % along \(z\) raises its mean by \(31.893/4-31.893/4.04=0.079\) eV, while the lowest level of its deep wells hardly moves, so that level shifts by about 0.079 eV relative to the mean. This exceeds the 0.022 eV window error caused by the same strain. The valence band offset is

\[
\Delta E_v=(E_{\rm R}-E_{\rm L})+\Delta V .
\]

With the bulk terms held fixed, an error in \(\Delta V\) passes into the offset with its full size and sign. The 4.20 Å window would lower the offset by 0.072 eV for the reading points of the opening, and raise it by 0.104 eV if the left plateau were read on an atomic plane. The numerical output lists the main values used here.

## Computed values

```
Periods left, right: 4.0, 5.0 angstrom
Periods per slab: 8; supercell length: 72.0 angstrom
Lateral cell side: 4.0 angstrom
Left well: offset 2.00 angstrom, depth 150 eV, width 0.6 angstrom
Right well: offset 1.25 angstrom, depth 150 eV, width 0.6 angstrom
Right well: offset 3.50 angstrom, depth 100 eV, width 0.5 angstrom
Dipole step: 2.0 eV; width: 0.8 angstrom
Grid: 16 x 16 x 500; z spacing: 0.144 angstrom
Planar profile, left bulk, min and max: -21.206, -0.165 eV
Planar average, grid minus analytic, max: 4.3e-14 eV
Double average, Fourier minus quadrature, max: 1.6e-14 eV
Exact bulk means left, right: -7.9732, -6.8395 eV
Exact lineup: 1.1338 eV = 0.04167 hartree
Measured lineup, matched lengths: 1.1338 eV
Largest plateau error, matched lengths: 1.2e-14 eV
First-order error per unit delta, peak: 2.2028 eV
delta -5 %: L1 3.80 angstrom, peak error 0.11521 eV, first order 0.11014 eV
delta +1 %: L1 4.04 angstrom, peak error 0.02180 eV, first order 0.02203 eV
delta +2 %: L1 4.08 angstrom, peak error 0.04315 eV, first order 0.04406 eV
delta +5 %: L1 4.20 angstrom, peak error 0.10424 eV, first order 0.11014 eV
delta +10 %: L1 4.40 angstrom, peak error 0.19527 eV, first order 0.22028 eV
Remainder of error/delta, ratio for delta 1 % to 0.5 %: 2.015
delta 5 %, readings at z = 16 and 52 angstrom: -7.9012, -6.8395 eV
Lineup from these readings: 1.0617 eV
Its error: -0.07205 eV = -0.002648 hartree
Harmonic 1: |v_n| 5.1139 eV, factors -0.04742, -0.18006, ripple 0.08734 eV
Harmonic 2: |v_n| 1.3493 eV, factors +0.04684, +0.12732, ripple 0.01609 eV
Right peak error, one box a_left: 2.53767 eV
Right peak error, two boxes a_left, a_left: 0.53480 eV
Right peak error, two boxes a_left, a_right: 0.00000 eV
Peak error after extra average over L1, delta 5 %: 0.00493 eV
Its ratio for delta 2 % to 1 %: 3.916
Rounded windows: 28, 35 samples = 4.032, 5.040 angstrom
Rounding mismatch left, right: 0.80, 0.80 %
Rounding peak error left, right: 0.01783, 0.01964 eV
Rounding, worst lineup error: 0.03748 eV
Commensurate spacing 0.100 angstrom, windows 40, 50 samples: peak error 1.1e-14 eV
Half-width of matched window: 4.50 angstrom
Matched error 3 angstrom from interface: -0.3611 eV
Matched error 9 angstrom from interface: +1.6e-11 eV
```
